# Atomic polar tensors and infrared intensities from Hartree–Fock theory, part 1

(Sections cited here and not found follow in the second part.)

## What dimension and symmetry fix

The derivative of a molecular dipole moment with respect to the position of one nucleus,

$$P^A_{\beta\alpha}=\frac{\partial\mu_\beta}{\partial R_{A\alpha}},$$

has the dimension (charge × length)/length, so it is a charge. It carries two Cartesian indices, so each atom $A$ has a $3\times3$ tensor of effective charges, the atomic polar tensor. Hartree atomic units are used throughout. A charge $q$ at $\mathbf r$ in a uniform static field $\boldsymbol{\mathcal E}$ has energy $-q\,\boldsymbol{\mathcal E}\cdot\mathbf r$, and the dipole is $\mu_\beta=-\partial E/\partial\mathcal E_\beta$. Therefore

$$P^A_{\beta\alpha}=-\left.\frac{\partial^2E}{\partial\mathcal E_\beta\,\partial R_{A\alpha}}\right|_{\mathcal E=0}.$$

The same number is the change of the dipole with displacement and the change of the force $-\partial E/\partial R_{A\alpha}$ with field.

Translation fixes the sum of the tensors. If the whole molecule, with nuclear charges $Z_A$ and $N$ electrons, moves rigidly by $\mathbf t$, its internal energy is unchanged and its total charge $Q=\sum_AZ_A-N$ moves through the field:

$$E(\mathbf R+\mathbf t,\boldsymbol{\mathcal E})=E(\mathbf R,\boldsymbol{\mathcal E})-Q\,\boldsymbol{\mathcal E}\cdot\mathbf t .$$

Since $\partial/\partial t_\alpha=\sum_A\partial/\partial R_{A\alpha}$, applying $-\partial^2/\partial\mathcal E_\beta\partial t_\alpha$ gives

$$\sum_AP^A_{\beta\alpha}=Q\,\delta_{\alpha\beta}.$$

The sum is the total charge times the unit tensor, at any geometry. In a finite basis the first of these two equations needs a condition, that the basis moves with the nuclei, and it is proved below under that condition.

Rotation fixes more for a neutral diatomic along $z$ with bond length $R$. Axial symmetry makes each tensor diagonal with $P_{xx}=P_{yy}$. Moving the atom at larger $z$ by $\delta$ along $x$ turns the bond by the angle $\delta/R$ and changes its length only at second order. A neutral molecule's dipole is independent of origin and turns with the bond, so $\delta\mu_x=\mu_z\delta/R$ and $P_{xx}=\mu_z/R$ for that atom. Only $P_{zz}$ is left to compute.

## Energy, density response and first derivatives

The model is closed-shell Hartree–Fock with real orbitals $C$ in a basis centred on the atoms, moving with them and independent of the field. Indices $i,j,k$ are occupied, $a,b$ virtual, $p,q,r,s$ general, and $x$ stands for $R_{A\alpha}$. The electron charge is $-1$, so

$$h=h_0+\sum_\beta\mathcal E_\beta\,r_\beta,\qquad V=V_{nn}-\sum_AZ_A\,\boldsymbol{\mathcal E}\cdot\mathbf R_A,$$

$$E=\mathrm{Tr}\,Dh+\tfrac12\mathrm{Tr}\,DG[D]+V,\qquad D=2C_oC_o^T,$$

$$G[D]_{pq}=\sum_{rs}D_{rs}\left[(pq|rs)-\tfrac12(pr|qs)\right],\qquad F=h+G[D].$$

Here $r_\beta$ is the matrix of the coordinate and $F$ the Fock matrix. The permutational symmetry of real integrals gives, for symmetric $X$ and $Y$,

$$\mathrm{Tr}\,XG[Y]=\mathrm{Tr}\,YG[X].\tag{1}$$

For a parameter $\lambda$, a superscript $(\lambda)$ denotes the derivative of basis integrals at fixed coefficients; with orbital indices it means that matrix transformed by the unperturbed $C$. The coefficients respond as $C^\lambda=CU^\lambda$. Differentiating $C^TSC=1$ gives

$$U^\lambda_{pq}+U^\lambda_{qp}+S^{(\lambda)}_{pq}=0.\tag{2}$$

Differentiating $D=2\sum_iC_iC_i^T$ with $C_i^\lambda=\sum_pC_pU^\lambda_{pi}$ gives $D^\lambda=C\tilde D^\lambda C^T$ with $\tilde D^\lambda_{pq}=2(U^\lambda_{pq}n_q+U^\lambda_{qp}n_p)$, where $n_p$ is 1 for occupied and 0 for virtual orbitals. With (2),

$$\tilde D^\lambda_{ai}=\tilde D^\lambda_{ia}=2U^\lambda_{ai},\qquad\tilde D^\lambda_{ij}=-2S^{(\lambda)}_{ij},\qquad\tilde D^\lambda_{ab}=0.\tag{3}$$

For any symmetric matrix $X$ the $ai$ and $ia$ blocks contribute equally, so

$$\mathrm{Tr}\,D^\lambda X=4\sum_{ai}U^\lambda_{ai}X_{ai}-2\sum_{ij}S^{(\lambda)}_{ij}X_{ij}.\tag{4}$$

In $dE/d\lambda$ the terms containing $D^\lambda$ are $\mathrm{Tr}\,D^\lambda h+\tfrac12\mathrm{Tr}\,D^\lambda G[D]+\tfrac12\mathrm{Tr}\,DG[D^\lambda]$, which equal $\mathrm{Tr}\,D^\lambda F$ by (1). The self-consistency condition $F_{ai}=0$ removes the first sum in (4). The second is $-\mathrm{Tr}\,WS^{(\lambda)}$ with $W=\tfrac12DFD=2C_o(C_o^TFC_o)C_o^T$. Hence

$$E^\lambda=\mathrm{Tr}\,Dh^{(\lambda)}+\tfrac12\mathrm{Tr}\,DG^{(\lambda)}[D]-\mathrm{Tr}\,WS^{(\lambda)}+V^\lambda.\tag{5}$$

This holds at every geometry and every field, so it may be differentiated again. The form $W=\tfrac12DFD$ contains only $D$ and $F$, so it does not change under rotations among occupied orbitals and can be differentiated without tracking canonical orbitals.

For $\lambda=\mathcal E_\beta$ the basis does not change, so $S^{(\lambda)}=0$, $G^{(\lambda)}=0$, $h^{(\lambda)}=r_\beta$, and

$$-\mu_\beta=\mathrm{Tr}\,Dr_\beta-\sum_AZ_AR_{A\beta}.\tag{6}$$

For $\lambda=x$ in a finite field,

$$E^x=\mathrm{Tr}\,D\Big(h_0^{(x)}+\sum_\beta\mathcal E_\beta r_\beta^{(x)}\Big)+\tfrac12\mathrm{Tr}\,DG^{(x)}[D]-\mathrm{Tr}\,WS^{(x)}+V_{nn}^x-Z_A\mathcal E_\alpha.\tag{7}$$

## The response equations

The condition $F_{ai}=C_a^TFC_i=0$ holds for all $\lambda$, so its derivative vanishes. With canonical orbitals at the reference point, $F_{pq}=\varepsilon_p\delta_{pq}$, the derivatives of $C_a$ and $C_i$ give $U^\lambda_{ia}\varepsilon_i$ and $U^\lambda_{ai}\varepsilon_a$. The Fock matrix changes by $F^{(\lambda)}+G[D^\lambda]$, with $F^{(\lambda)}=h^{(\lambda)}+G^{(\lambda)}[D]$. Using $U_{ia}=-U_{ai}-S_{ai}^{(\lambda)}$ from (2),

$$(\varepsilon_a-\varepsilon_i)U^\lambda_{ai}-\varepsilon_iS^{(\lambda)}_{ai}+F^{(\lambda)}_{ai}+G[D^\lambda]_{ai}=0.$$

In $G[D^\lambda]_{ai}$ the pair $rs=bj$ gives $2U_{bj}[(ai|bj)-\tfrac12(ab|ij)]$, the pair $rs=jb$ gives $2U_{bj}[(ai|jb)-\tfrac12(aj|ib)]$, and $rs=jk$ gives $-2S^{(\lambda)}_{jk}[(ai|jk)-\tfrac12(aj|ik)]$. Collecting terms yields the coupled-perturbed Hartree–Fock equations

$$\sum_{bj}\mathsf A_{ai,bj}U^\lambda_{bj}=-B^\lambda_{ai},\tag{8}$$

$$\mathsf A_{ai,bj}=(\varepsilon_a-\varepsilon_i)\delta_{ab}\delta_{ij}+4(ai|bj)-(ab|ij)-(aj|bi),$$

$$B^x_{ai}=F^{(x)}_{ai}-\varepsilon_iS^{(x)}_{ai}-\sum_{jk}S^{(x)}_{jk}\left[2(ai|jk)-(aj|ik)\right],\qquad B^\beta_{ai}=r_{\beta,ai}.\tag{9}$$

The superscript $\beta$ abbreviates $\mathcal E_\beta$. Exchanging $ai\leftrightarrow bj$ turns the integrals into $(bj|ai)$, $(ba|ji)$ and $(bi|aj)$, which equal the originals for real orbitals, so $\mathsf A$ is symmetric. It is assumed nonsingular. The same $\mathsf A$ serves every real, spin-independent perturbation, which covers both displacements and static electric fields.

## First derivation: the dipole differentiated by geometry

Equation (6) depends on $x$ through the density, through the dipole integrals, whose basis functions move, and through the nuclear term:

$$-P^A_{\beta\alpha}=\mathrm{Tr}\,Dr_\beta^{(x)}+\mathrm{Tr}\,D^xr_\beta-Z_A\delta_{\alpha\beta}.$$

Equation (4) with $X=r_\beta$ gives

$$P^A_{\beta\alpha}=Z_A\delta_{\alpha\beta}-\mathrm{Tr}\,Dr^{(x)}_\beta+2\sum_{ij}S^{(x)}_{ij}r_{\beta,ij}-4\sum_{ai}U^x_{ai}\,r_{\beta,ai}.\tag{10}$$

The four terms are the bare nuclear charge; the skeleton term, in which electrons are carried along by the moving functions at fixed coefficients; the orthonormality term, which repairs $C_o^TSC_o=1$ after that motion; and the response term, in which electrons relax into virtual orbitals. Equation (10) uses a separate $U^x$ for each displaced coordinate, so the number of response vectors grows with the number of atoms.

The skeleton and orthonormality terms depend separately on the origin. Moving it by $\mathbf b$ replaces $r_\beta$ by $r_\beta-b_\beta S$. The skeleton term gains $b_\beta\mathrm{Tr}\,DS^{(x)}=2b_\beta\sum_iS^{(x)}_{ii}$. The orthonormality term gains $-2b_\beta\sum_{ij}S^{(x)}_{ij}\delta_{ij}$, which cancels it. The element $r_{\beta,ai}$ is unchanged because $\langle a|i\rangle=0$. Thus $P^A$ is origin independent even for an ion, and without the orthonormality term it would depend on the origin for every coordinate with $\mathrm{Tr}\,DS^{(x)}\neq0$.

## Second derivation: the gradient differentiated by the field

In (7) the derivative integrals do not depend on the field. The field enters through $D$, through $W$, and through the two explicit terms. The quadratic term gives $\mathrm{Tr}\,D^\beta G^{(x)}[D]$, because derivative integrals keep the symmetry behind (1), and it combines with $\mathrm{Tr}\,D^\beta h_0^{(x)}$. At zero field

$$-P^A_{\beta\alpha}=\mathrm{Tr}\,Dr_\beta^{(x)}+\mathrm{Tr}\,D^\beta F^{(x)}-\mathrm{Tr}\,W^\beta S^{(x)}-Z_A\delta_{\alpha\beta}.\tag{11}$$

Since $S^{(\beta)}=0$, (4) gives $\mathrm{Tr}\,D^\beta F^{(x)}=4\sum_{ai}U^\beta_{ai}F^{(x)}_{ai}$.

The product rule gives $W^\beta=\tfrac12(D^\beta FD+DF^\beta D+DFD^\beta)$, where $F^\beta=r_\beta+G[D^\beta]$ is the total change of the Fock matrix. Writing $D=C\,d\,C^T$ with $d=\mathrm{diag}(2n_p)$, and $\varepsilon=C^TFC$, one has $W^\beta=C\tilde W^\beta C^T$ with

$$\tilde W^\beta=\tfrac12\left(\tilde D^\beta\varepsilon d+d\,(C^TF^\beta C)\,d+d\,\varepsilon\tilde D^\beta\right).$$

In the $ai$ block the second and third terms start with $d_a=0$, and the first gives $\tfrac12\cdot2U^\beta_{ai}\cdot\varepsilon_i\cdot2=2\varepsilon_iU^\beta_{ai}$. The $ia$ block is its transpose. In the $ij$ block $\tilde D^\beta_{ij}=0$, and the second term gives $\tfrac12\cdot2\cdot2\,F^\beta_{ij}=2(r_\beta+G[D^\beta])_{ij}$. The $ab$ block vanishes because every term contains $d_a$ or $d_b$. Therefore

$$\mathrm{Tr}\,W^\beta S^{(x)}=4\sum_{ai}\varepsilon_iU^\beta_{ai}S^{(x)}_{ai}+2\sum_{ij}S^{(x)}_{ij}r_{\beta,ij}+2\sum_{ij}S^{(x)}_{ij}G[D^\beta]_{ij}.$$

For the last sum let $X$ be the basis matrix $\sum_{jk}C_jS^{(x)}_{jk}C_k^T$. The sum is $\mathrm{Tr}\,XG[D^\beta]$, which by (1) and (4) equals $4\sum_{ai}U^\beta_{ai}G[X]_{ai}$, with $G[X]_{ai}=\sum_{jk}S^{(x)}_{jk}[(ai|jk)-\tfrac12(aj|ik)]$. With the prefactor 2 the term is $4\sum_{ai}U^\beta_{ai}\sum_{jk}S^{(x)}_{jk}[2(ai|jk)-(aj|ik)]$. The terms of (11) linear in $U^\beta$ are then

$$4\sum_{ai}U^\beta_{ai}\Big\{F^{(x)}_{ai}-\varepsilon_iS^{(x)}_{ai}-\sum_{jk}S^{(x)}_{jk}[2(ai|jk)-(aj|ik)]\Big\},$$

and the brace is $B^x_{ai}$ of (9), obtained here without writing the geometric response equations. Thus

$$P^A_{\beta\alpha}=Z_A\delta_{\alpha\beta}-\mathrm{Tr}\,Dr^{(x)}_\beta+2\sum_{ij}S^{(x)}_{ij}r_{\beta,ij}-4\sum_{ai}U^\beta_{ai}\,B^x_{ai}.\tag{12}$$

The last term of $B^x$ comes from the $G[D^\beta]$ part of $W^\beta$.

## What each derivation assumes

Equations (10) and (12) differ only in the last term. With $ai$ as one vector index, (8) gives $U^x=-\mathsf A^{-1}B^x$ and $U^\beta=-\mathsf A^{-1}r_\beta$, so

$$U^x\cdot r_\beta=-r_\beta^T\mathsf A^{-1}B^x=-(B^x)^T\mathsf A^{-1}r_\beta=U^\beta\cdot B^x .$$

The middle step transposes a scalar and uses $\mathsf A^{-1}=(\mathsf A^{-1})^T$. Either response set therefore suffices.

Both derivations use $F_{ai}=0$, which makes (5) free of $U_{ai}$, and both need $\mathsf A^{-1}$. A nonsingular $\mathsf A$ also guarantees, by the implicit function theorem, that the solution is a smooth function of geometry and field, which is what allows the two differentiations to be exchanged. As an eigenvalue of $\mathsf A$ approaches zero, at a real singlet instability, the response term diverges unless $r_\beta$ or $B^x$ is orthogonal to the soft direction.

The first derivation uses the field independence of the basis once, to identify $-\partial E/\partial\mathcal E_\beta$ with the expectation value (6). Beyond the orbitals, it then needs the dipole integrals, the derivatives of the dipole and overlap integrals, and the $3N_{\rm at}$ vectors $U^x$. Those vectors are already available when an analytic Hessian is computed. The second derivation starts from the gradient with its overlap term and uses field independence three times: for the derivative integrals, for $\tilde D^\beta_{ij}=0$, and for $F^{(\beta)}=r_\beta$, which enters both $W^\beta$ and $B^\beta$. It needs three linear solutions whatever the size of the molecule. In the form (12) it uses a vector $B^x$ for each displaced coordinate, which takes no further linear solve. In the form (11) the derivative integrals are contracted directly with $D^\beta$ and $W^\beta$, and no $B^x$ has to be formed.

If basis exponents or centres are prescribed functions of the field, the terms in $S^{(\lambda)}$, $G^{(\lambda)}$ and $h_0^{(\lambda)}$ no longer vanish, and both (6) and (11) in general acquire extra terms. For a method whose energy is not stationary in the orbitals, such as MP2, (5) fails and the expectation value of the dipole differs from the energy derivative, so neither formula carries over as written.

Differentiating the dipole by geometry and the gradient by field gives the same atomic polar tensor, so either set of response vectors suffices. It remains to prove the sum rule in a finite basis, to obtain infrared intensities from the tensors, and to test the formulas numerically on CO and HCO⁺.
